# The acoustic sum rule for Born effective charges in insulators

The ionic part of the permittivity of a gate oxide depends on how much dipole moment appears when its ions move. That coupling is described by the Born effective charge tensors. This problem derives the constraint that translational invariance places on them, first from polarization and then from forces, and uses it in the static lattice response.

**Setting.** A crystal has ions $\kappa$ of charge $eZ_\kappa$, with $e>0$, and $N$ electrons of charge $-e$ in a cell of volume $\Omega$. The cell is neutral, $\sum_\kappa Z_\kappa=N$. Displacing ion $\kappa$ by $\mathbf u_\kappa$ means displacing all its periodic images equally. The Born charge is

$$Z^*_{\kappa,\alpha\beta}=\frac{\Omega}{e}\left.\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\right|_{\boldsymbol{\mathcal E}=0},$$

where $\boldsymbol{\mathcal E}$ is the macroscopic field and the electrons follow adiabatically. The first index belongs to the polarization, the second to the displacement.

The electrons are treated in mean field, with a local potential $V=V_{\rm ion}+v_{\rm int}[n]$. Here $v_{\rm int}=\delta E_{\rm int}/\delta n$, and $E_{\rm int}[n]$ does not change when the density $n$ is translated. The crystal has a gap, time-reversal symmetry and occupied bands with zero Chern numbers. Band sums count spin, so $N$ bands are filled.

## (a) Reduce the sum to one rigid translation

**Question.** Express $\sum_\kappa Z^*_{\kappa,\alpha\beta}$ through a translation of the whole lattice, and find how the electronic ground state changes.

**Solution.** To first order in the displacements,

$$\Omega\,\Delta P_\alpha=e\sum_{\kappa\beta}Z^*_{\kappa,\alpha\beta}\,u_{\kappa\beta}.$$

Setting every $\mathbf u_\kappa$ equal to the same $\mathbf u$ gives

$$\Omega\,\Delta P_\alpha=e\sum_\beta\Big(\sum_\kappa Z^*_{\kappa,\alpha\beta}\Big)u_\beta .\tag{1}$$

The required sum is therefore the dipole response of the cell to a rigid translation.

Under this translation $V_{\rm ion}(\mathbf r)$ becomes $V_{\rm ion}(\mathbf r-\mathbf u)$. Try the density $n(\mathbf r-\mathbf u)$. Since $E_{\rm int}$ is translation invariant, its derivative moves with the density, and the interaction potential becomes $v_{\rm int}[n](\mathbf r-\mathbf u)$. The whole potential is then the old one shifted by $\mathbf u$. The kinetic energy is unchanged by a shift, so the new orbitals are the old orbitals shifted, and they reproduce the trial density. The trial solution is self-consistent and has the same band energies. The gap stays open, and this is the solution that connects continuously to the starting state.

The argument needs every potential to move. A substrate potential fixed in space, or an ion left out of the sum, would break it.

## (b) Find the polarization change

**Question.** Calculate $\Delta\mathbf P$ for the rigid translation and deduce the sum rule.

**Solution.** The shifted density alone does not settle the matter, because the density of an infinite periodic crystal does not determine its polarization. The Bloch states do. Write $\psi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with $u_{n\mathbf k}$ normalized over a cell, and let $\langle\cdots\rangle_{\mathbf k}$ be the Brillouin-zone average. Then

$$\Omega P^{\rm el}_\alpha=-e\sum_{n=1}^{N}\big\langle A_{n\alpha}\big\rangle_{\mathbf k},\qquad A_{n\alpha}=i\langle u_{n\mathbf k}|\partial_{k_\alpha}u_{n\mathbf k}\rangle .$$

The gauge must be smooth and satisfy $\psi_{n,\mathbf k+\mathbf G}=\psi_{n\mathbf k}$ for every reciprocal-lattice vector $\mathbf G$. Zero Chern numbers allow this, if necessary after mixing the occupied bands among themselves. The zone average of $A_{n\alpha}$ is a Wannier centre.

The translated Bloch function is

$$\psi_{n\mathbf k}(\mathbf r-\mathbf u)=e^{i\mathbf k\cdot\mathbf r}\,\tilde u_{n\mathbf k}(\mathbf r),\qquad \tilde u_{n\mathbf k}(\mathbf r)=e^{-i\mathbf k\cdot\mathbf u}\,u_{n\mathbf k}(\mathbf r-\mathbf u).$$

It inherits the periodic gauge, since both sides are shifted by the same $\mathbf u$. The factor $e^{-i\mathbf k\cdot\mathbf u}$ contributes to the connection:

$$\tilde A_{n\alpha}=i\langle\tilde u_{n\mathbf k}|\partial_{k_\alpha}\tilde u_{n\mathbf k}\rangle
=i(-iu_\alpha)\langle u_{n\mathbf k}|u_{n\mathbf k}\rangle+i\langle u_{n\mathbf k}|\partial_{k_\alpha}u_{n\mathbf k}\rangle
=u_\alpha+A_{n\alpha}.$$

Every Wannier centre moves by $\mathbf u$. Summing over the $N$ filled bands gives $\Omega\Delta P^{\rm el}_\alpha=-eNu_\alpha$. The ions contribute $\Omega\Delta P^{\rm ion}_\alpha=e\sum_\kappa Z_\kappa u_\alpha$. Polarization has several branches, but following it continuously from $\mathbf u=0$ selects one. The total is

$$\Omega\Delta P_\alpha=e\Big(\sum_\kappa Z_\kappa-N\Big)u_\alpha .$$

Comparison with (1), for arbitrary $\mathbf u$, yields

$$\sum_\kappa Z^*_{\kappa,\alpha\beta}=\Big(\sum_\kappa Z_\kappa-N\Big)\delta_{\alpha\beta}=0 .\tag{2}$$

The last equality is neutrality. The rule holds separately for each pair $\alpha\beta$. It does not make an individual tensor symmetric, isotropic or equal to a nominal ionic charge.

## (c) Identify the role of the gap

**Question.** Let the lattice move at a small constant velocity $\mathbf v$. How much electron momentum moves with it?

**Solution.** In coordinates that follow the lattice, the Hamiltonian is $H-\mathbf v\cdot\mathbf p$. First-order perturbation theory changes the state $n$ at fixed $\mathbf k$ by

$$|\delta n\rangle=\sum_{m\ne n}|m\rangle\frac{\langle m|(-\mathbf v\cdot\mathbf p)|n\rangle}{E_n-E_m}
=\sum_{m\ne n}|m\rangle\frac{\mathbf v\cdot\mathbf p_{mn}}{E_m-E_n}.$$

The perturbation is odd under time reversal, so it induces no first-order density and no change in the mean field. The momentum gained by the state is

$$\delta p_{n\alpha}=\sum_\beta v_\beta\sum_{m\ne n}\frac{2\,{\rm Re}\,(p^\alpha_{nm}p^\beta_{mn})}{E_m-E_n}.$$

The same matrix elements fix the band curvature. With electron mass $m_e$, second-order expansion of $E_n(\mathbf k)$ gives

$$\frac{\partial^2E_n}{\partial k_\alpha\partial k_\beta}=\frac{\hbar^2}{m_e}\delta_{\alpha\beta}-\frac{\hbar^2}{m_e^2}\sum_{m\ne n}\frac{2\,{\rm Re}\,(p^\alpha_{nm}p^\beta_{mn})}{E_m-E_n}.$$

Solving for the sum and adding the occupied states, the momentum per cell is $m_e\sum_\beta D_{\alpha\beta}v_\beta$ with

$$D_{\alpha\beta}=N\delta_{\alpha\beta}-\frac{m_e}{\hbar^2}\Big\langle\sum_{n\,\rm occ}\frac{\partial^2E_n}{\partial k_\alpha\partial k_\beta}\Big\rangle_{\mathbf k}.\tag{3}$$

$D$ is the effective number of dragged electrons. In an insulator the summed energy of the filled bands is a smooth periodic function of $\mathbf k$. The zone average of its second derivative vanishes, and $D_{\alpha\beta}=N\delta_{\alpha\beta}$: all electrons are carried along. In a metal the occupied region can end at a Fermi surface, where the integral leaves a boundary term, and the drag can be incomplete.

## (d) Derive the rule again from forces

**Question.** Show that the Born charge also measures the force on an ion in a uniform field, and obtain (2) from the balance of forces. What happens if the induced mean field is omitted?

**Solution.** To first order in the field, the electric enthalpy is $\mathcal F=E-\Omega\mathbf P\cdot\boldsymbol{\mathcal E}$, with $F_{\kappa\beta}=-\partial\mathcal F/\partial u_{\kappa\beta}$ and $\Omega P_\alpha=-\partial\mathcal F/\partial\mathcal E_\alpha$. Equality of mixed derivatives gives

$$\frac{\partial F_{\kappa\beta}}{\partial\mathcal E_\alpha}=\Omega\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}=eZ^*_{\kappa,\alpha\beta}.$$

Ion-ion forces do not depend on the field at fixed positions. If $\delta n$ is the density induced by the field, the force change on ion $\kappa$ is $eZ_\kappa\mathcal E_\beta-\int\delta n\,\partial V_{\rm ion}/\partial u_{\kappa\beta}\,d^3r$. A rigid shift of all ions obeys $\sum_\kappa\partial V_{\rm ion}/\partial u_{\kappa\beta}=-\partial_\beta V_{\rm ion}$, hence

$$\sum_\kappa\delta F_{\kappa\beta}=eN\mathcal E_\beta+\int\delta n\,\partial_\beta V_{\rm ion}\,d^3r .\tag{4}$$

To evaluate the integral, let $v$ and $c$ denote filled and empty states at the same $\mathbf k$. The electrons feel $X=e\boldsymbol{\mathcal E}\cdot\mathbf r+W$, where $W$ is the induced mean field. The first-order state is $\sum_c|c\rangle X_{cv}/(E_v-E_c)$, with position elements $r^\alpha_{cv}=i\hbar p^\alpha_{cv}/[m_e(E_v-E_c)]$. From $\partial_\beta V=(i/\hbar)[p_\beta,H]$ follows $(\partial_\beta V)_{vc}=(i/\hbar)p^\beta_{vc}(E_c-E_v)$. The energy denominator cancels:

$$\int\delta n\,\partial_\beta V\,d^3r=\Big\langle\sum_{vc}2\,{\rm Re}\frac{(\partial_\beta V)_{vc}X_{cv}}{E_v-E_c}\Big\rangle_{\mathbf k}
=-\Big\langle\sum_{vc}2\,{\rm Re}\Big(\frac i\hbar p^\beta_{vc}X_{cv}\Big)\Big\rangle_{\mathbf k}.$$

The field part of $X$ gives

$$-e\sum_\alpha\mathcal E_\alpha\,\frac{1}{m_e}\Big\langle\sum_{vc}\frac{2\,{\rm Re}(p^\beta_{vc}p^\alpha_{cv})}{E_c-E_v}\Big\rangle_{\mathbf k}=-e\sum_\alpha\mathcal E_\alpha D_{\alpha\beta}=-eN\mathcal E_\beta .$$

Here $D$ reduces to filled-empty pairs because the terms between two filled states cancel. In the $W$ part, filled-filled pairs also cancel, so $c$ may run over all states. Completeness then gives $-(i/\hbar)\langle[p_\beta,W]\rangle=-\int n\,\partial_\beta W\,d^3r$. Altogether,

$$\int\delta n\,\partial_\beta V\,d^3r=-eN\mathcal E_\beta-\int n\,\partial_\beta W\,d^3r .\tag{5}$$

This states that the total force on the stationary electrons is zero. Translation invariance of $E_{\rm int}$ means $\int v_{\rm int}\,\partial_\beta n\,d^3r=0$, or $\int n\,\partial_\beta v_{\rm int}\,d^3r=0$ after integration by parts over a cell. Its first-order change is

$$\int\delta n\,\partial_\beta v_{\rm int}\,d^3r+\int n\,\partial_\beta W\,d^3r=0 .$$

Since $V_{\rm ion}=V-v_{\rm int}$, this identity and (5) give $\int\delta n\,\partial_\beta V_{\rm ion}\,d^3r=-eN\mathcal E_\beta$. Equation (4) then vanishes, which is (2).

If $W$ is omitted, the field induces a different density $\delta n_0$. Equation (5) loses its last term, and the total force becomes

$$\sum_\kappa\delta F^{(0)}_{\kappa\beta}=-\int\delta n_0\,\partial_\beta v_{\rm int}\,d^3r ,\tag{6}$$

which need not be zero. The electrons now push against a mean field that does not respond, as if it were an external object.

## (e) Examine a model crystal

**Question.** Check the rule for a two-dimensional crystal with three ions in general positions.

**Solution.** The model has round parameters and represents no material. A square cell of edge 6.0 bohr contains ions A, B and C with charges $+1$, $+1$ and $+2$, each with a Gaussian well, and four electrons in two doubly occupied bands. The interaction is a contact repulsion, $v_{\rm int}\propto n$. It has no long-range part, so moving an ion creates no macroscopic field. Cell area replaces $\Omega$. The smallest gap found on the $\mathbf k$ mesh is 0.443 hartree; the mesh omits the zone centre and edges, so the true gap can be slightly smaller.

First translate all ions by $(0.7,-0.4)$ bohr. The sum of the two Wannier centres moves by $(1.400,-0.800)$ bohr, twice the translation, as part (b) requires. Along $x$, two electrons per centre give a dipole change of $-2\times1.4=-2.8$ in units of $e\,$bohr, while the ions give $4\times0.7=+2.8$.

Next displace one ion at a time and obtain the polarization from Berry phases. The charges, in units of $e$, are:

| Ion | $xx$ | $xy$ | $yx$ | $yy$ |
|---|---:|---:|---:|---:|
| A | −0.199 | 0.069 | 0.008 | −1.192 |
| B | −1.870 | 0.175 | 0.122 | −1.191 |
| C | 2.069 | −0.244 | −0.130 | 2.383 |

The $xx$ column adds to $-0.199-1.870+2.069=0.000$, and the $xy$ column to $0.069+0.175-0.244=0.000$. With unrounded entries, all four sums are at most $3\times10^{-6}$ in magnitude. The last digit of the individual entries is not fully converged: a finer $\mathbf k$ mesh and more plane waves shift the $xx$ elements of A and B by about $0.001$, in opposite directions. The individual tensors are neither isotropic nor symmetric. If both electrons of each filled band were assigned to A and B, the nominal charges would be $-1$, $-1$ and $+2$; the $xx$ element of A is far from that value.

The force calculation of part (d) gives the same tensors to within $3.2\times10^{-3}$. Its $xx$ sum is $0.0044$, about 0.1% of the four electronic charges that must cancel. By (4) and (5), this residual is the amount by which $D_{xx}$ falls short of 4 on the $\mathbf k$ mesh used. A mesh twice as fine in each direction, with the same potential and plane waves, gives $D_{xx}=3.9999$. The residual therefore comes from the $\mathbf k$ sampling.

Omitting the induced mean field changes the diagonal sums to $-0.78$ and $-0.59$, the failure described by (6). The $xx$ value includes the same sampling residual as above and becomes $-0.79$ on the finer mesh.

Finally, put a fifth electron into the fixed potential, leaving a band partly filled. On the finer mesh the drag becomes $D_{xx}\approx2.6$ but $D_{yy}\approx5.0$. This mesh resolves the edge of the occupied region only coarsely, so further digits are not meaningful. The drag is clearly incomplete along $x$; along $y$ any loss is too small for this mesh to resolve.

## (f) Apply the rule to the ionic permittivity

**Question.** Why does the static lattice response exist, although a crystal has no restoring force against translation?

**Solution.** Let $C_{\kappa\beta,\kappa'\gamma}$ be the symmetric force-constant matrix at zero macroscopic field and fixed cell shape. Equilibrium in a field requires

$$\sum_{\kappa'\gamma}C_{\kappa\beta,\kappa'\gamma}u_{\kappa'\gamma}=e\sum_\alpha Z^*_{\kappa,\alpha\beta}\mathcal E_\alpha .$$

Translation invariance gives $\sum_\kappa C_{\kappa\beta,\kappa'\gamma}=0$. Summing the equation over $\kappa$ makes the left side zero, so a solution requires the right side to vanish too. Rule (2) guarantees this. The displacements are fixed up to a common translation, which by (2) carries no dipole, so the ionic polarization is unique if all other distortions are stable.

For two ions per cell and isotropic tensors, (2) gives $Z^*_1=-Z^*_2=Z^*$. With restoring constant $K$ for the relative displacement $s=u_1-u_2$, equilibrium gives $s=eZ^*\mathcal E/K$. Then $P_{\rm ion}=eZ^*s/\Omega$, and the ionic contribution to the relative permittivity is

$$\Delta\varepsilon_{\rm ion}=\frac{P_{\rm ion}}{\varepsilon_0\mathcal E}=\frac{e^2Z^{*2}}{\varepsilon_0\Omega K}.$$

For a given cell volume, a large ionic permittivity thus requires large effective charges or a soft relative motion.

Suppose instead that numerical error leaves a charge sum $\delta Z$ and a small spurious restoring constant $K_0>0$ against translation, decoupled from the other motions. The cell then shifts by $e\,\delta Z\,\mathcal E/K_0$ and adds a false permittivity $e^2\delta Z^2/(\varepsilon_0\Omega K_0)$. This can be large even for small $\delta Z$, because $K_0$ should itself be zero.

The full set of computed values is given in the numerical output.

## Table of computed values

```
cell edge: 6.0 bohr; well width: 1.0 bohr
contact coupling: 0.5 hartree bohr^2
ion A: charge +1 e, depth 3.5 hartree, at (1.0, 1.2) bohr
ion B: charge +1 e, depth 3.0 hartree, at (4.1, 2.0) bohr
ion C: charge +2 e, depth 1.0 hartree, at (2.9, 4.6) bohr
electrons per cell: 4
band gap: 0.443 hartree
rigid translation: (0.7, -0.4) bohr
shift of the sum of 2 Wannier centres: (1.40000, -0.80000) bohr
largest density mismatch after translation: 2.0e-11 bohr^-2
tensors listed as xx, xy, yx, yy (polarization, displacement), in e
Z* ion A, Berry phase: -0.1994, +0.0687, +0.0077, -1.1919
Z* ion B, Berry phase: -1.8700, +0.1753, +0.1224, -1.1906
Z* ion C, Berry phase: +2.0694, -0.2440, -0.1301, +2.3825
sum, Berry phase: +0.000003, -0.000002, +0.000001, -0.000001
electronic part of the sum: -4.00000, -0.00000, +0.00000, -4.00000
Z* ion A, force in field: -0.1980, +0.0687, +0.0077, -1.1919
Z* ion B, force in field: -1.8669, +0.1753, +0.1225, -1.1906
Z* ion C, force in field: +2.0694, -0.2440, -0.1301, +2.3826
sum, force in field: +0.00444, +0.00000, +0.00000, +0.00011
largest difference of the two roads: 3.2e-03 e
sum with induced mean field omitted: -0.7808, +0.0234, +0.0189, -0.5945
dragged electrons per cell, as xx, xy, yx, yy (number)
filled bands, 4 electrons: +3.9999, -0.0000, -0.0000, +3.9999
partly filled band, 5 electrons: +2.5770, -0.0000, -0.0000, +4.9999
```
